# Why a Born effective charge is not the charge on an ion

**Q:** I am estimating the polarization of a ferroelectric oxide for a memory capacitor. My model of the bond gives the cation a Born effective charge of 2.65, in units of the elementary charge \(e\), although its nominal charge is 2. I take it that the ion has lost 2.65 electrons, and that polarization is this charge times the displacement. Is anything wrong with that?

**A:** The product can be right for a small displacement, but the count of lost electrons doesn't follow. The Born charge is defined by a change:

\[
Z^*_{ij}=\left.\frac{\partial p_i}{\partial u_j}\right|_{F=0}.
\]

Here \(p\) is the dipole moment, \(u\) is the displacement of the ion, and \(F\) is the macroscopic electric field. In a crystal, \(p\) is the dipole change per cell and a whole sublattice moves. Nothing in the definition counts the electrons on an ion.

**Q:** If I move a charge \(Q\) by \(u\), the dipole changes by \(Qu\). How could the derivative be anything but the charge?

**A:** That holds if the charge moves rigidly with the ion and no other charge moves. Take a neutral pair, with the anion at the origin and the cation at \(\mathbf d\), and let dipoles point from anion to cation. Suppose the ions carry charges \(\mp Q(d)\) and have no dipoles of their own. Then \(p_i=Q(d)d_i\). The length obeys \(\partial d/\partial d_j=d_j/d\), so the product rule gives

\[
Z^*_{ij}=Q\,\delta_{ij}+\frac{dQ}{dd}\,\frac{d_i d_j}{d}.
\]

Along the bond, \(d_i=d_j=d\). Across it, the second term vanishes, because a small sideways motion doesn't change the length to first order. Hence

\[
Z^*_\parallel=Q+d\,\frac{dQ}{dd},\qquad Z^*_\perp=Q .
\]

The extra term is the bond length times the derivative of the charge. Charge that crosses the bond travels a distance \(d\), which is much longer than the ion's own small step. A small transfer can therefore make a large dipole.

The anion has the opposite Born charge: the dipole of a neutral pair depends on the difference of the two positions, so moving the anion by \(\mathbf u\) acts like moving the cation by \(-\mathbf u\).

**Q:** Can you show me a case where \(Q\) and its derivative come from electrons, rather than from an assumed function?

**A:** Let two electrons share one orbital on each ion. The cation core has charge \(+2\) and the anion core is neutral, so complete transfer gives the nominal charges \(\pm2\). The orbitals are orthogonal, centred on their ions, and have energies \(-\Delta\) on the anion and \(+\Delta\) on the cation. In the order anion, cation, the Hamiltonian is

\[
H=\begin{pmatrix}-\Delta&-t\\-t&\Delta\end{pmatrix},\qquad
W=\sqrt{\Delta^2+t^2}.
\]

Its lower energy is \(-W\). If the amplitudes are \(a\) and \(b\), the first row gives \(-\Delta a-tb=-Wa\), so \(b=(W-\Delta)a/t\). Using \(t^2=(W-\Delta)(W+\Delta)\), the weight on the cation is

\[
w=\frac{b^2}{a^2+b^2}
=\frac{(W-\Delta)^2}{t^2+(W-\Delta)^2}
=\frac{W-\Delta}{2W}.
\]

Define \(c=\Delta/W\). Two electrons put charge \(-2w\) on the cation, so

\[
Q=2-2w=1+c .
\]

Since \(c\le1\), this static charge can't exceed 2.

Now let \(t\propto d^{-n}\), with \(\Delta\) held fixed. Then \(dt/dd=-nt/d\). Differentiating \(c=\Delta(\Delta^2+t^2)^{-1/2}\) gives \(dc/dt=-\Delta t/W^3\). The two minus signs cancel:

\[
d\frac{dQ}{dd}=n\frac{\Delta t^2}{W^3}=n\,c(1-c^2),
\]

because \(t^2/W^2=1-c^2\). Stretching weakens the hopping and sends electrons from the cation back to the anion. That is negative charge moving away from the cation, so it increases the dipole.

**Q:** And the numbers for my oxide?

**A:** I'll use round parameters in the rough regime of ferroelectric hafnia: \(d=0.21\) nm, \(\Delta=2.5\) eV, \(t=1.5\) eV and \(n=3.5\). They define a model and are not a calculation of hafnia. With them, \(W=\sqrt{6.25+2.25}=2.915\) eV and \(c=0.8575\), so

\[
Q=1.8575,\qquad
d\frac{dQ}{dd}=3.5(0.8575)(0.2647)=0.7944,
\]

\[
Z^*_\parallel=1.8575+0.7944=2.6519 .
\]

The cation has lost fewer than two electrons, yet its Born charge is 2.65. The derivative itself is \(dQ/dd=3.78\,e/\mathrm{nm}\). To first order, a stretch of 0.001 nm moves \(0.0038\,e\) across 0.21 nm, which adds \(0.00079\,e\,\mathrm{nm}\) to the dipole. Dividing by the 0.001 nm step recovers 0.79.

**Q:** You assigned charges to sites and then differentiated them. Is there a way to get 2.65 without asking whose electron is whose?

**A:** Yes, from the energy in a field. Let \(F\) point along the bond. An electron at position \(x\) gains energy \(eFx\), so the cation level rises by \(eFd\), and the core contributes \(-2eFd\). With \(e=1\), the total energy is

\[
U=2\left[\frac{Fd}{2}-\sqrt{\left(\Delta+\frac{Fd}{2}\right)^2+t^2}\,\right]-2Fd .
\]

At \(F=0\), \(-\partial U/\partial F=-d+cd+2d=(1+c)d\), which is the dipole found above. One more derivative gives

\[
Z^*=-\frac{\partial^2U}{\partial u\,\partial F}
=\frac{\partial(\text{force on the ion})}{\partial F}.
\]

The Born charge is thus also the force on the ion per unit field. Taking this mixed derivative numerically from the diagonalized energy gives 2.652 along the bond, 1.8575 across it, and \(-2.652\) for the anion along the bond. If the hopping is held fixed while the ion moves, the result along the bond falls to 1.8575. In this model the excess comes from the change of hopping.

**Q:** Then is a Born charge above the nominal one a sign of strong covalency?

**A:** Not by itself. The condition \(Z^*_\parallel>2\) reads

\[
1+c+n\,c(1-c^2)>2
\quad\Longleftrightarrow\quad
n\,c(1+c)>1,
\]

where I moved \(1+c\) to the right and divided by \(1-c>0\). The boundary is

\[
c=\frac{-1+\sqrt{1+4/n}}{2}=0.232\qquad(n=3.5).
\]

For the isolated pair the excess exists for \(0.232<c<1\), so it covers weak covalency too. If \(x=t^2/\Delta^2\) is small, \(c\simeq1-x/2\) and \(1-c^2\simeq x\), so

\[
Q\simeq2-\frac{x}{2},\qquad Z^*_\parallel\simeq2+\left(n-\frac12\right)x .
\]

The same small covalency lowers the static charge and, for \(n>1/2\), raises the Born charge. At the other end, \(t\gg\Delta\) gives \(c\to0\), and both charges of the pair tend to 1: the electrons are shared equally, and stretching hardly changes that. This limit and the boundary at 0.232 belong to the isolated pair. In the chain treated below, charge can flow through the cation, and the Born charge keeps growing with the hopping per bond \(t_b\), as \(4nt_b/(\pi\Delta)\) when \(t_b\gg\Delta\).

The extra term can also be negative. Suppose the level separation varies as \(\Delta\propto d^{-\nu}\). Then \(c\) depends on \(t/\Delta\propto d^{-(n-\nu)}\), so \(n\) is replaced by \(n-\nu\). For \(\nu>n\), stretching makes the pair less ionic and the Born charge falls below \(Q\). The electrostatic part of a level separation varies roughly as \(1/d\). Giving the whole separation that dependence, \(\nu=1\), lowers our value from 2.652 to 2.425.

**Q:** Suppose I take \(Q\) from a population analysis of a real molecule. May I put it into your formula?

**A:** Not without another term. If the population charge is \(q\) and the atoms carry a total dipole \(\mu\) along the bond, then \(p=qd+\mu\) and

\[
Z^*_\parallel=q+d\frac{dq}{dd}+\frac{d\mu}{dd}.
\]

The short formula holds when \(Q\) is defined as \(p/d\), since \(p=(p/d)d\) is then an identity.

The difference can be large. Give the anion a polarizability volume \(\alpha=0.0015\ \mathrm{nm^3}\). The cation pulls the anion's electrons towards itself, so the induced dipole opposes the ionic one: \(\mu=-\alpha Q/d^2\). Its derivative is

\[
\frac{d\mu}{dd}=\frac{2\alpha Q}{d^3}-\frac{\alpha}{d^2}\frac{dQ}{dd}
=0.602-0.129=0.473 .
\]

The Born charge becomes \(2.652+0.473=3.125\), while the dipole charge \(p/d\) drops from 1.86 to 1.56. This is a bare point-charge estimate: the induced dipole doesn't act back on the bond, and a point charge is crude at such a short distance. It does show that "the static charge" needs a definition before it has a value.

**Q:** Here is my real objection. In a crystal the cation sits between anions. If it moves right, one bond shortens and the other lengthens. Its charge should hardly change, so your derivative term should vanish.

**A:** Your first conclusion is right and the second isn't. Take a chain with anions at 0 and \(2d\) and the cation at \(d+u\). Reflection turns \(u\) into \(-u\), so the cation's charge is an even function of \(u\) and has no linear change. Charge can still pass through the cation, arriving by one bond and leaving by the other.

At weak hopping the bonds act independently. Let a bond of length \(\ell\) move \(w(\ell)\) electrons from its anion to the cation. For the left bond this transfer runs over \(+(d+u)\), and for the right bond over \(-(d-u)\). Adding the core, and dropping a constant,

\[
p(u)=2u-w(d+u)(d+u)+w(d-u)(d-u).
\]

The derivative at \(u=0\) is

\[
Z^*=2-2w(d)-2d\,w'(d).
\]

When all bonds have length \(d\), the cation's charge is \(Q(d)=2-2w(d)\), so this equals \(Q+d\,dQ/dd\). The derivative in the formula belongs to a uniform stretch, although the ion's charge stays constant to first order in the actual displacement.

**Q:** Does that survive when the bonds form a band?

**A:** Not as an identity, and the chain shows how it fails. Let \(t_b\) be the hopping per bond and \(q=kd\) the reduced wavevector. To first order the short bond has hopping \(t_b+\tau\) and the long one \(t_b-\tau\), with \(\tau=nt_bu/d\). The level separation is even in \(u\) by the same reflection, so it may be held fixed.

First keep the atomic phases at their undisplaced positions. The coupling between the two sublattices is \(-g\), with

\[
g=(t_b+\tau)e^{iq}+(t_b-\tau)e^{-iq}=2t_b\cos q+2i\tau\sin q .
\]

With \(E=\sqrt{\Delta^2+|g|^2}\), the lower band has amplitudes \(v_a\) and \(v_c=g\,v_a/(E+\Delta)\). Choosing \(v_a\) real and normalizing gives

\[
|v_c|^2=\frac{|g|^2}{2E(E+\Delta)}=\frac{E-\Delta}{2E}.
\]

The centre of charge of the band is the Berry phase expression \(\bar x=\langle i\,v^\dagger\partial_kv\rangle\), where the brackets average over the Brillouin zone. Only the phase \(\theta\) of \(g\) contributes, giving \(-|v_c|^2\partial_k\theta\). Now \(\partial_k=d\,\partial_q\), and

\[
|g|^2\partial_q\theta=\operatorname{Im}(g^*\partial_qg)
=4t_b\tau(\cos^2q+\sin^2q)=4t_b\tau .
\]

The change of hopping therefore shifts the centre by

\[
\bar x_{\rm hop}=-2t_b\tau d\left\langle\frac{1}{E(E+\Delta)}\right\rangle .
\]

Moving the cation orbital itself multiplies \(v_c\) by \(e^{-iku}\), which adds \(u\langle|v_c|^2\rangle\). Two electrons give \(p=2u-2\bar x\). Setting \(u=0\) in \(E\) after differentiation,

\[
Z^*=1+\left\langle\frac{\Delta}{E}\right\rangle
+4nt_b^2\left\langle\frac{1}{E(E+\Delta)}\right\rangle .
\]

The first two terms are the static charge. To compare the last one with a stretch, use \(E^2-\Delta^2=4t_b^2\cos^2q\) and integrate by parts:

\[
4t_b^2\!\left\langle\frac1{E(E+\Delta)}\right\rangle
=\left\langle\frac{1-\Delta/E}{\cos^2q}\right\rangle
=\left\langle\frac{4\Delta t_b^2\sin^2q}{E^3}\right\rangle .
\]

The boundary term \(\tan q\,(1-\Delta/E)\) vanishes at \(q=\pm\pi/2\), since the bracket goes to zero as \(\cos^2q\). For a uniform stretch, differentiating \(Q=1+\langle\Delta/E\rangle\) gives instead

\[
d\frac{dQ}{dd}=n\left\langle\frac{4\Delta t_b^2\cos^2q}{E^3}\right\rangle .
\]

At weak hopping \(E\simeq\Delta\), and both averages agree because \(\langle\sin^2q\rangle=\langle\cos^2q\rangle=1/2\). At stronger hopping, \(E\) is smallest where \(\sin^2q\) is largest, so the flow term is the larger.

For the example I take \(t_b=t/\sqrt2=1.061\) eV, which gives the chain the same covalency as the pair at second order in hopping. The static charge is 1.869. A uniform stretch would add 0.680, but the flow term is 1.021, so \(Z^*=2.890\). A discrete Berry phase calculation of the displaced chain agrees with the closed formula. The flow term is 1.50 times the stretch term here, and 1.005 times when \(t_b\) is reduced to 0.1 eV with the other parameters held.

**Q:** What difference does all this make to the capacitor?

**A:** Let 30 active anions per \(\mathrm{nm^3}\) move by 0.03 nm relative to the cations, along the film normal. Each unit of charge then contributes \(30\times0.03=0.9\,e/\mathrm{nm^2}\), or \(14.4\ \mathrm{\mu C/cm^2}\). The estimates are

- from the static charge: \(26.8\ \mathrm{\mu C/cm^2}\);
- from the nominal charge: \(28.8\ \mathrm{\mu C/cm^2}\);
- from the pair's Born charge: \(38.2\ \mathrm{\mu C/cm^2}\).

The static charge misses 30% of the Born-charge result. Reversal between the two polar states sends twice the polarization, \(76.5\ \mathrm{\mu C/cm^2}\), through the circuit.

Multiplying by \(u\) assumes that \(Z^*\) is constant along the path; in general one integrates it from the nonpolar structure. In the chain the linear estimate is 41.7 and the full displacement gives \(42.4\ \mathrm{\mu C/cm^2}\), about 2% more, with \(\Delta\) held fixed. The change of \(\Delta\) at order \(u^2\) enters at the same order: letting it follow \(1/r\) to the two neighbouring anions gives 42.0. The correction is small, and its size depends on the model. The isolated pair lacks the chain's reflection symmetry, so its 38.2 is only a linear estimate: the full step gives less if it stretches the bond and more if it shortens it.

**Q:** You defined \(Z^*\) at zero field. A film without electrodes has a field inside. Do I use the same charge?

**A:** No. For a displacement along the normal, with \(N\) active ions per volume,

\[
P=NeZ^*u+\varepsilon_0(\varepsilon_\infty-1)F .
\]

With no free charge on the surfaces, \(D=\varepsilon_0F+P=0\). Substituting \(F=-P/\varepsilon_0\) gives \(P=NeZ^*u-(\varepsilon_\infty-1)P\), hence

\[
P=\frac{NeZ^*u}{\varepsilon_\infty}.
\]

With \(\varepsilon_\infty=4.5\), an assumed value (the two-orbital pairs alone would give about 2.1), the effective charge is \(2.652/4.5=0.589\). The displacement is the same, but the field inside the film now shifts the electrons, and their response cancels most of the dipole. If the displacement were held, this linear formula would give a field of 96 MV/cm, against an operating field of 2 MV/cm. That is far beyond breakdown and outside the range of linear response, so it isn't a field the film could sustain. The uniform polar state of this example therefore needs compensating charge, which electrodes supply.

**Q:** How close is your model to a real hafnia capacitor?

**A:** The pair gap, \(2W=5.83\) eV, is in the rough range of hafnia's, and polarizations of a few tens of \(\mathrm{\mu C/cm^2}\) are the right order for its films. The bonding is much simplified: hafnium is nominally \(+4\), has several oxygen neighbours, and its Born charge is a tensor. Real films also break the assumption of one polar axis along the normal. If grain axes are spread evenly over a hemisphere and each grain switches independently to the nearest direction, the mean cosine is \(\int_0^{\pi/2}\cos\vartheta\sin\vartheta\,d\vartheta=1/2\), and 38 becomes \(19\ \mathrm{\mu C/cm^2}\). A nonpolar fraction reduces it further, in proportion to its volume.

The model also leaves out the repulsion between the two electrons, which can change both charges substantially at fixed \(\Delta\) and \(t\).

Orbital overlap is left out too, and its effect depends on how the matrix elements are defined. An overlap of 0.10 falling as \(d^{-n}\), at unchanged matrix elements, gives \(Z^*=2.64\) if energies are measured from the midpoint of the two levels, but 2.36 if that midpoint lies 5 eV below the energy zero. Some other effects are small for these numbers. A thermal bond-length spread of 0.01 nm changes the average Born charge by about 0.001, although the value at a given instant varies much more. At 358 K, with the chemical potential at mid-gap, the excitation factor \(\exp(-W/k_BT)\) is about \(10^{-41}\). A field of 2 MV/cm adds \(0.62\ \mathrm{\mu C/cm^2}\) of electronic polarization at clamped ions; the ions respond as well, and for a static permittivity of 20 to 30 the total would be 3 to \(5\ \mathrm{\mu C/cm^2}\).

Tunnelling between the chain's bands is also negligible. Inside the gap \(q=\pi/2+i\kappa d\), so an energy \(\epsilon\) obeys \(\epsilon^2=\Delta^2-4t_b^2\sinh^2(\kappa d)\). The decay constant is \(4.77\ \mathrm{nm^{-1}}\) at mid-gap, and the exponent \(2\int\kappa\,d\epsilon/(eF)\) is 194 at 2 MV/cm. This says nothing about leakage through defects, which the model doesn't contain. The numerical output lists the remaining values.

**Q:** So when I read 2.65 in a table, what may I say about the ion?

**A:** That a small displacement \(u\) in that direction, at zero macroscopic field, changes the dipole by \(2.65\,eu\), and that a small field pulls the clamped ion with a force of \(2.65\,eF\). To say how many electrons are on it, you need a separate definition of its charge; in our pair that charge was 1.86.

## Table of computed values

```
bond length d = 0.210 nm
half level separation = 2.50 eV
pair hopping = 1.50 eV, distance power n = 3.5
pair gap = 5.831 eV
c = 0.8575 (dimensionless)
nominal charge = 2.000 e
static charge Q = 1.8575 e
dQ/dd = 3.7831 e/nm
d dQ/dd = 0.7944 e
Born charge along bond, from energy = 2.6519 e
Born charge across bond, from energy = 1.8575 e
anion Born charge along bond = -2.6519 e
Born charge with fixed hopping = 1.8575 e
c where Born charge is nominal = 0.2319
chain hopping per bond = 1.0607 eV
chain static charge = 1.8692 e
chain d dQ/du, cation shift = 0.0e+00 e (size)
chain d dQ/dd, uniform stretch = 0.6798 e
chain flow term = 1.0212 e
chain Born charge, Berry phase = 2.8905 e
flow/stretch ratio, example = 1.502
flow/stretch ratio, hopping 0.1 eV = 1.0048
active anion density = 30.0 nm^-3
relative displacement = 0.030 nm
polarization from static Q = 26.78 uC/cm2
polarization from nominal charge = 28.84 uC/cm2
polarization from pair Born charge = 38.24 uC/cm2
switched charge, twice that = 76.48 uC/cm2
chain polarization, linear = 41.68 uC/cm2
chain polarization, full shift = 42.44 uC/cm2
Born charge, levels vary as 1/d = 2.4250 e
overlap = 0.10; Born charge = 2.6416 e
anion polarizability volume = 0.0015 nm^3
dipole charge p/d with it = 1.5566 e
atomic-dipole term = 0.4730 e
Born charge with it = 3.1250 e
rms bond-length spread = 0.010 nm
thermally averaged Born charge = 2.6532 e
temperature = 358 K
log10 thermal excitation factor = -41.0
electronic permittivity = 4.5
open-circuit charge = 0.5893 e
open-circuit field size = 96.0 MV/cm
operating field = 2.0 MV/cm
field-induced polarization = 0.620 uC/cm2
potential drop over bond = 0.0420 eV
mid-gap decay constant = 4.772 nm^-1
interband tunnelling exponent = 194.1
```
